**Hadronic vacuum polarization at the Z mass: resonances, R steps and free quarks**

The program estimates the five-flavour shift \(\Delta\alpha_{\rm had}(M_Z^2)\), defined by \(\alpha(s)=\alpha/(1-\Delta\alpha(s))\), and obtains about 0.0276. Here \(R\) is the hadronic-to-muonic cross-section ratio, \(\Gamma_{ee}\) is a resonance's electronic width, and \(s_0\) is the onset of the light-quark continuum. Assertions compare the free-loop Feynman integrals with principal-value dispersion integrals and with their large-energy logarithms. They also compare the narrow-resonance formula with finite-width peaks, the step formula with quadrature, and the running strong coupling with numerical integration of its equation. Separate duality onsets in the \(\rho\), \(\omega\) and \(\phi\) channels are required to lie within 15 per cent of the common value. The output gives 0.0362 for free loops with current quark masses, an excess of 31 per cent over the hadronic estimate. The free light-quark contribution below the two-pion threshold is \(101\times10^{-4}\), larger than the net excess of \(86\times10^{-4}\). Hadronic inputs are rough, and the printed sensitivities measure model dependence, not a statistical error.

## Numerical check

```python
"""Five-flavour hadronic Delta alpha at the Z mass.

Result under test: with alpha(s) = alpha/(1 - Delta alpha),
  Delta alpha = alpha MZ^2/(3 pi) P int ds R(s)/(s (MZ^2 - s)),
narrow vector resonances plus a stepwise R give about 0.0276, while free
loops with current quark masses give far too much.
M: resonance mass, Gee: its electronic width, R: hadronic/muonic cross-section
ratio, s0: onset of the light-quark continuum. Energies are in GeV.
Hadronic inputs are rough two-figure values. Top is excluded.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

alpha = const.fine_structure
A = alpha / (3 * np.pi)
MZ = 91.0
MZ2 = MZ**2
m_pion = 0.14
E_charm, E_bottom = 3.7, 11.0
alpha_s_Z = 0.12

names = ["rho", "omega", "phi", "J/psi", "psi(2S)",
         "Upsilon(1S)", "Upsilon(2S)", "Upsilon(3S)"]
M = np.array([0.78, 0.78, 1.0, 3.1, 3.7, 9.5, 10.0, 10.0])
Gee = np.array([7.0, 0.60, 1.3, 5.5, 2.3, 1.3, 0.61, 0.44]) * 1e-6
# current mass and colour-weighted squared charge 3 Q^2
quarks = {"u": (0.0022, 4/3), "d": (0.0047, 1/3), "s": (0.093, 1/3),
          "c": (1.3, 4/3), "b": (4.2, 1/3)}
leptons = [const.value(k + " mass energy equivalent in MeV") / 1000
           for k in ("electron", "muon", "tau")]


def dispersion(R, s_low, s_high=np.inf, breaks=()):
    """Principal-value integral from its definition, with t = ln(s/MZ^2)."""
    def regular(t):
        return -R(MZ2 * np.exp(t)) / np.expm1(t)

    def numerator(t):
        ratio = 1.0 if t == 0 else t / np.expm1(t)
        return -R(MZ2 * np.exp(t)) * ratio

    t_low = np.log(s_low / MZ2)
    t_end = -1.0 if np.isinf(s_high) else np.log(s_high / MZ2)
    assert t_low < t_end <= -1.0
    inner = [np.log(s / MZ2) for s in breaks if s > s_low]
    nodes = [t_low] + sorted(t for t in inner if t_low < t < t_end) + [t_end]
    total = sum(quad(regular, a, b, limit=300)[0]
                for a, b in zip(nodes[:-1], nodes[1:]))
    if np.isinf(s_high):
        total += quad(numerator, -1, 1, weight="cauchy", wvar=0)[0]
        total += quad(regular, 1, 8)[0] + quad(regular, 8, 35)[0]
    return A * total


def free_R(s, m, weight):
    beta = np.sqrt(max(0.0, 1 - 4 * m**2 / s))
    return weight * beta * (3 - beta**2) / 2


def free_loop(s, m, weight):
    """One-loop Delta alpha from the Feynman-parameter integral."""
    def f(x):
        y = x * (1 - x)
        return y * np.log(abs(1 - y * s / m**2) + 1e-300)
    cuts = [0.0, 0.5]
    if s > 4 * m**2:
        root = np.sqrt(1 - 4 * m**2 / s)
        cuts.insert(1, 2 * m**2 / (s * (1 + root)))
    half = sum(quad(f, a, b, limit=200)[0] for a, b in zip(cuts[:-1], cuts[1:]))
    return 4 * alpha / np.pi * weight * half


def free_log(m, weight):
    return A * weight * (np.log(MZ2 / m**2) - 5/3)


def resonance(mass, width_ee):
    return 3 * width_ee / (alpha * mass) * MZ2 / (MZ2 - mass**2)


def breit_wigner_R(s, mass, width_ee, width):
    sigma = 12*np.pi*width_ee*width / ((s-mass**2)**2 + (mass*width)**2)
    return sigma / (4 * np.pi * alpha**2 / (3 * s))


def finite_width(mass, width_ee, width):
    r = width / mass
    breaks = [mass**2 * (1 + k * r) for k in (-20, -3, 0, 3, 20)]
    return dispersion(lambda s: breit_wigner_R(s, mass, width_ee, width),
                      4 * m_pion**2, breaks=breaks)


def band_log(s1, s2):
    upper = 0.0 if np.isinf(s2) else np.log(s2 / abs(MZ2 - s2))
    return upper - np.log(s1 / abs(MZ2 - s1))


def strong_coupling(mu, at_Z):
    """One-loop running with three, four and five active flavours."""
    if at_Z == 0:
        return 0.0
    inverse = 1 / at_Z + 23/3 / (2*np.pi) * np.log(max(mu, E_bottom) / MZ)
    if mu < E_bottom:
        inverse += 25/3 / (2*np.pi) * np.log(max(mu, E_charm) / E_bottom)
    if mu < E_charm:
        inverse += 9 / (2*np.pi) * np.log(mu / E_charm)
    return 1 / inverse


def estimate(widths, at_Z, onset_scale=1.0):
    areas = 9 * np.pi * M[:3] * widths[:3] / alpha**2
    s0 = areas.sum() / 2
    for _ in range(60):
        coupling = strong_coupling(np.sqrt(np.sqrt(s0) * E_charm), at_Z)
        s0 = areas.sum() / (2 * (1 + coupling / np.pi))
    couplings = np.array([
        coupling,
        strong_coupling(np.sqrt(E_charm * E_bottom), at_Z),
        strong_coupling(np.sqrt(E_bottom * MZ), at_Z)])
    factors = 1 + couplings / np.pi
    s_start = s0 * onset_scale**2
    edges = [s_start, E_charm**2, E_bottom**2, np.inf]
    logs = np.array([band_log(a, b) for a, b in zip(edges[:-1], edges[1:])])
    R_bands = np.array([2, 10/3, 11/3]) * factors
    bands = A * R_bands * logs
    res = resonance(M, widths)
    light = res[:3].sum() + A * np.sum(2 * factors * logs)
    return dict(areas=areas, s0=s0, couplings=couplings, R=R_bands,
                bands=bands, res=res, light=light,
                total=res.sum() + bands.sum())


best = estimate(Gee, alpha_s_Z)
s0, total = best["s0"], best["total"]

# Free loops: dispersion definition, Feynman integral and asymptotic logarithm.
free = {q: free_loop(MZ2, m, w) for q, (m, w) in quarks.items()}
for q, (m, w) in quarks.items():
    direct = dispersion(lambda s: free_R(s, m, w), 4 * m**2)
    assert abs(direct / free[q] - 1) < 1e-5
    # neglected mass terms are of relative order m^2/MZ^2
    assert abs(free_log(m, w) / free[q] - 1) < 0.01

# Narrow-peak formula against finite-width peaks; error must fall with width.
phi_error = abs(finite_width(M[2], Gee[2], 0.0042) / best["res"][2] - 1)
phi_error_small = abs(finite_width(M[2], Gee[2], 0.00042) / best["res"][2] - 1)
assert phi_error < 0.005 and phi_error_small < 0.2 * phi_error
rho_shift = finite_width(M[0], Gee[0], 0.15) - best["res"][0]

# Stepwise continuum against principal-value quadrature.
thresholds = (E_charm**2, E_bottom**2)


def step_R(s):
    return best["R"][int(s > thresholds[0]) + int(s > thresholds[1])]


continuum = best["bands"].sum()
assert abs(dispersion(step_R, s0, breaks=thresholds) / continuum - 1) < 1e-6


def running_R(s):
    charge = [2, 10/3, 11/3][int(s > thresholds[0]) + int(s > thresholds[1])]
    return charge * (1 + strong_coupling(np.sqrt(s), alpha_s_Z) / np.pi)


running_continuum = dispersion(running_R, s0, breaks=thresholds)
assert abs(running_continuum / continuum - 1) < 0.01

# Running coupling against numerical integration of its differential equation.
value = alpha_s_Z
for start, stop, flavours in ((MZ, E_bottom, 5), (E_bottom, E_charm, 4),
                              (E_charm, 2.0, 3)):
    slope = (11 - 2 * flavours / 3) / (2 * np.pi)
    solution = solve_ivp(lambda t, a: -slope * a**2,
                         (np.log(start), np.log(stop)), [value],
                         rtol=1e-9, atol=1e-11)
    value = solution.y[0, -1]
assert abs(value / strong_coupling(2.0, alpha_s_Z) - 1) < 1e-6

# Duality in separate channels must give similar continuum onsets.
channel_onsets = np.sqrt(best["areas"] / (
    np.array([3/2, 1/6, 1/3]) * (1 + best["couplings"][0] / np.pi)))
assert np.all(abs(channel_onsets / np.sqrt(s0) - 1) < 0.15)

# Sensitivities of the estimate.
onset_low = estimate(Gee, alpha_s_Z, 0.9)["total"] - total
onset_high = estimate(Gee, alpha_s_Z, 1.1)["total"] - total
lepton_at_M = np.array([sum(free_loop(x**2, m, 1) for m in leptons) for x in M])
stripped = estimate(Gee * (1 - lepton_at_M)**2, alpha_s_Z)["total"] - total
no_qcd = estimate(Gee, 0.0)["total"]
spread = np.sqrt(max(abs(onset_low), abs(onset_high))**2
                 + rho_shift**2 + stripped**2)
assert abs(total - 0.0276) < 0.001

# Locate the failure of the current-mass loops.
free_total = sum(free.values())
free_light = sum(free[q] for q in "uds")
free_heavy = free["c"] + free["b"]
heavy = total - best["light"]


def free_below(s_cut):
    return sum(dispersion(lambda s: free_R(s, *quarks[q]),
                          4 * quarks[q][0]**2, s_cut) for q in "uds")


below_pions = free_below(4 * m_pion**2)
below_onset = free_below(s0)
excess = free_total - total
assert excess > 0.25 * total
assert abs((free_total - below_pions) / total - 1) < 0.10
assert below_onset > 2 * best["res"][:3].sum()
assert abs(free_heavy / heavy - 1) < 0.5 * abs(free_light / best["light"] - 1)

halving = sum(free_loop(MZ2, quarks[q][0] / 2, quarks[q][1]) - free[q]
              for q in "ud")
assert abs(halving / (A * 5/3 * 2 * np.log(2)) - 1) < 1e-4

fitted_mass = brentq(lambda m: free_loop(MZ2, m, 2) - best["light"], 0.01, 1)
log_mass = MZ * np.exp(-(best["light"] / (2 * A) + 5/3) / 2)
assert abs(fitted_mass / log_mass - 1) < 1e-3

lepton_total = sum(free_loop(MZ2, m, 1) for m in leptons)
inverse_best = (1 - lepton_total - total) / alpha
inverse_free = (1 - lepton_total - free_total) / alpha

U = 1e4
print(f"1/alpha at zero momentum: {1/alpha:.3f}; alpha/(3 pi): {A*U:.4f} e-4")
print(f"Rough inputs: MZ {MZ:.0f} GeV, pion {m_pion:.2f} GeV")
print(f"Open charm {E_charm:.1f} GeV, open bottom {E_bottom:.0f} GeV")
print(f"Strong coupling at MZ: {alpha_s_Z:.2f}")
for n, x, g, d in zip(names, M, Gee, best["res"]):
    print(f"{n}: M {x:.2f} GeV, Gee {g*1e6:.2f} keV, Dalpha {d*U:.2f} e-4")
print(f"Light resonances: {best['res'][:3].sum()*U:.2f} e-4")
print(f"All resonances: {best['res'].sum()*U:.2f} e-4")
print("Areas rho, omega, phi (GeV^2):", np.round(best["areas"], 3))
print(f"Duality onset s0: {s0:.3f} GeV^2; sqrt(s0): {np.sqrt(s0):.3f} GeV")
print("Separate onsets rho, omega, phi (GeV):", np.round(channel_onsets, 3))
for i in range(3):
    print(f"Band {i+1}: alpha_s {best['couplings'][i]:.3f}, "
          f"R {best['R'][i]:.3f}, Dalpha {best['bands'][i]*U:.2f} e-4")
print(f"Continuum, stepwise: {continuum*U:.2f} e-4")
print(f"Continuum, running R: {running_continuum*U:.2f} e-4")
print(f"Hadronic estimate: {total:.5f}")
print(f"Onset energy -10%, +10%: {onset_low*U:+.2f}, {onset_high*U:+.2f} e-4")
print(f"Rho constant width 0.15 GeV, shift: {rho_shift*U:+.2f} e-4")
print(f"Phi width 4.2 MeV, relative change: {phi_error*100:.3f} percent")
print(f"Leptonic polarization removed from Gee: {stripped*U:+.2f} e-4")
print(f"Quadrature sum of these three effects: {spread*U:.2f} e-4")
print(f"Estimate without QCD correction: {no_qcd:.5f}")
for q, (m, w) in quarks.items():
    print(f"Free {q}: mass {m*1000:.1f} MeV, Dalpha {free[q]*U:.2f} e-4")
print(f"Free-loop total: {free_total:.5f}")
print(f"Free excess: {excess*U:.2f} e-4, {excess/total*100:.1f} percent")
print(f"Light sector, hadronic/free: {best['light']*U:.2f}/"
      f"{free_light*U:.2f} e-4")
print(f"Heavy sector, hadronic/free: {heavy*U:.2f}/{free_heavy*U:.2f} e-4")
print(f"Free light part below two pions: {below_pions*U:.2f} e-4")
print(f"Free total with that part removed: {free_total-below_pions:.5f}")
print(f"Free light part below s0: {below_onset*U:.2f} e-4")
print(f"Halving u and d masses adds: {halving*U:.2f} e-4")
print(f"Fitted common light mass: {fitted_mass*1000:.1f} MeV")
print(f"One-loop leptonic Dalpha: {lepton_total:.5f}")
print(f"1/alpha(MZ), hadronic estimate: {inverse_best:.2f}")
print(f"1/alpha(MZ), free current-mass loops: {inverse_free:.2f}")
print("all tests passed")
```

It prints:

```
1/alpha at zero momentum: 137.036; alpha/(3 pi): 7.7427 e-4
Rough inputs: MZ 91 GeV, pion 0.14 GeV
Open charm 3.7 GeV, open bottom 11 GeV
Strong coupling at MZ: 0.12
rho: M 0.78 GeV, Gee 7.00 keV, Dalpha 36.90 e-4
omega: M 0.78 GeV, Gee 0.60 keV, Dalpha 3.16 e-4
phi: M 1.00 GeV, Gee 1.30 keV, Dalpha 5.35 e-4
J/psi: M 3.10 GeV, Gee 5.50 keV, Dalpha 7.30 e-4
psi(2S): M 3.70 GeV, Gee 2.30 keV, Dalpha 2.56 e-4
Upsilon(1S): M 9.50 GeV, Gee 1.30 keV, Dalpha 0.57 e-4
Upsilon(2S): M 10.00 GeV, Gee 0.61 keV, Dalpha 0.25 e-4
Upsilon(3S): M 10.00 GeV, Gee 0.44 keV, Dalpha 0.18 e-4
Light resonances: 45.40 e-4
All resonances: 56.27 e-4
Areas rho, omega, phi (GeV^2): [2.899 0.248 0.69 ]
Duality onset s0: 1.762 GeV^2; sqrt(s0): 1.327 GeV
Separate onsets rho, omega, phi (GeV): [1.332 1.17  1.379]
Band 1: alpha_s 0.280, R 2.178, Dalpha 34.60 e-4
Band 2: alpha_s 0.199, R 3.544, Dalpha 60.16 e-4
Band 3: alpha_s 0.142, R 3.832, Dalpha 124.96 e-4
Continuum, stepwise: 219.71 e-4
Continuum, running R: 220.10 e-4
Hadronic estimate: 0.02760
Onset energy -10%, +10%: +3.55, -3.22 e-4
Rho constant width 0.15 GeV, shift: -2.55 e-4
Phi width 4.2 MeV, relative change: 0.145 percent
Leptonic polarization removed from Gee: -0.99 e-4
Quadrature sum of these three effects: 4.49 e-4
Estimate without QCD correction: 0.02629
Free u: mass 2.2 MeV, Dalpha 202.28 e-4
Free d: mass 4.7 MeV, Dalpha 46.65 e-4
Free s: mass 93.0 MeV, Dalpha 31.24 e-4
Free c: mass 1300.0 MeV, Dalpha 70.50 e-4
Free b: mass 4200.0 MeV, Dalpha 11.54 e-4
Free-loop total: 0.03622
Free excess: 86.23 e-4, 31.2 percent
Light sector, hadronic/free: 184.26/280.17 e-4
Heavy sector, hadronic/free: 91.73/82.04 e-4
Free light part below two pions: 101.15 e-4
Free total with that part removed: 0.02611
Free light part below s0: 149.24 e-4
Halving u and d masses adds: 17.89 e-4
Fitted common light mass: 103.1 MeV
One-loop leptonic Dalpha: 0.03141
1/alpha(MZ), hadronic estimate: 128.95
1/alpha(MZ), free current-mass loops: 127.77
all tests passed
```
